# Wolf and damped shifted-force summation: derivation and Madelung error

## A truncated rocksalt lattice

Take a rocksalt lattice of charges \(\pm1\) with nearest-neighbour distance \(d=5\) bohr. Hartree atomic units are used throughout, with charges in units of \(e\). The energy per ion pair is \(-Mq^2/d\), where \(M\) is the Madelung constant. Ewald summation gives \(M=1.747565\), or \(-0.349513\) hartree (\(-9.5107\) eV) per pair.

Now sum the Coulomb interactions of one ion with its neighbours inside a sphere of radius \(R=26\) bohr. The result is \(M=-2.716\), which has the wrong sign. The sphere is not neutral: counting the central ion, it holds 23 times the central charge. Put the opposite charge on its surface, at distance \(R\) from the centre. This changes \(M\) by \(23\,d/R=23\times5/26=4.423\), so that
\[
M=-2.716+4.423=1.707 ,
\]
which is 2.3% below the Ewald value.

A larger sphere does not cure the bare sum. Between \(R=10d\) and \(15d\) the root-mean-square (rms) sphere charge is 73, and between \(25d\) and \(30d\) it is 176. The rms error of the bare \(M\) is 5.8 in the first range and 6.4 in the second. The sphere charge grows slightly faster than \(R\), so the potential of the missing opposite charge at the centre, charge divided by \(R\), does not decay: between \(100d\) and \(120d\) the rms error of the bare \(M\) is 7.4.

## Setting and the two kernels

A periodic crystal has cell volume \(V\) and charges \(q_i\) at \(\mathbf r_i\), with \(\sum_i q_i=0\) in each cell. A primed double sum runs over ions \(i\) of one cell and all ions \(j\) of the crystal, periodic images included, without the term of an ion with itself. Let
\[
S(\mathbf k)=\sum_i q_i e^{i\mathbf k\cdot\mathbf r_i},\qquad
\phi(r)=\frac{\operatorname{erfc}(\alpha r)}{r},
\]
where \(\mathbf k\) is a reciprocal-lattice vector and \(\alpha\ge0\) is the damping. The reference is the Ewald energy per cell for conducting surroundings,
\[
E=\tfrac12{\sum}'q_iq_j\frac{\operatorname{erfc}(\eta r_{ij})}{r_{ij}}
+\frac{2\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\eta^2}}{k^2}|S|^2
-\frac{\eta}{\sqrt\pi}\sum_i q_i^2 .
\]
The first term is the screened interaction. The second is the interaction of the smooth remainder \(\operatorname{erf}(\eta r)/r\), including each ion with itself, and the third removes that self-interaction. The splitting parameter \(\eta>0\) is unrelated to \(\alpha\).

**Lemma 1 (Wolf kernel).** Neutralise the screened interaction on the cutoff sphere, and keep only the self term of the smooth part. The energy is then
\[
E_u=\tfrac12{\sum}'q_iq_j\,u(r_{ij})-\tfrac12 g_0\sum_iq_i^2 ,
\]
with, for \(r<R\),
\[
u=\phi(r)-\phi(R),\qquad g_0=\frac{2\alpha}{\sqrt\pi}+\phi(R),
\]
and \(u=0\) for \(r\ge R\).

*Proof.* The charge in the sphere around ion \(i\) is \(\Delta Q_i=q_i+\sum_{j\ne i,\,r_{ij}<R}q_j\). A charge \(-\Delta Q_i\) on the surface adds \(-\Delta Q_i\phi(R)\) to the screened potential at the centre. The screened energy of ion \(i\) becomes
\[
\tfrac12q_i\Big[\sum_{j\ne i}q_j\phi(r_{ij})-\Delta Q_i\phi(R)\Big]
=\tfrac12\sum_{j\ne i}q_iq_j[\phi(r_{ij})-\phi(R)]-\tfrac12\phi(R)q_i^2 ,
\]
with all sums inside the sphere. The smooth part contributes its self term \(-\alpha q_i^2/\sqrt\pi\). Adding the two and summing over \(i\) proves the claim. ∎

The neutralising charge is a model of what lies outside the sphere, and the smooth lattice sum has been dropped. Neither step is an identity; the theorem below measures their combined error.

The Wolf pair force does not vanish at the cutoff. Just inside it equals \(-q_iq_j\phi'(R)\), and outside it is zero. For \(\alpha=0.15\) bohr\(^{-1}\) and \(R=10\) bohr the jump is 0.0021 hartree/bohr for unit charges, met each time an ion crosses the sphere.

**Lemma 2 (damped shifted force, DSF).** Neutralise the force instead, by giving each neighbour an opposite image on the sphere in the same direction. The corresponding kernel for \(r<R\) is
\[
u=\phi(r)-\phi(R)-\phi'(R)(r-R),
\]
and continuing it to \(r=0\) gives
\[
g_0=\frac{2\alpha}{\sqrt\pi}+\phi(R)-R\phi'(R).
\]

*Proof.* Per unit charge product, the neighbour exerts the radial force \(-\phi'(r)\) and its image \(+\phi'(R)\). With \(-u'=-\phi'(r)+\phi'(R)\) and \(u(R)=0\),
\[
u(r)=\int_r^R[-\phi'(s)+\phi'(R)]\,ds=\phi(r)-\phi(R)+\phi'(R)(R-r).
\]
The self term follows from the rule \(g_0=\lim_{r\to0}[1/r-u(r)]\). Since \(\operatorname{erfc}(\alpha r)=1-2\alpha r/\sqrt\pi+O(r^3)\), we have \(\phi(r)=1/r-2\alpha/\sqrt\pi+O(r^2)\), and the stated \(g_0\) results. The same rule reproduces \(g_0\) of Lemma 1. ∎

The proof of the theorem shows why this rule is the consistent one: it cancels the explicit terms in \(\sum q_i^2\), so that the whole error is the interaction through one bounded function, \(1/r-u(r)\), with each ion's own term included.

## The error theorem

**Lemma 3 (transform).** Let \(w(r)=r\,u(r)\), with \(w(0)=1\) and \(w(R)=0\). For \(k\neq0\) the three-dimensional Fourier transform \(\hat u\) of the kernel obeys
\[
\hat g(k)\equiv\frac{4\pi}{k^2}-\hat u(k)=-\frac{4\pi}{k^2}\int_0^Rw'(r)\cos kr\,dr .
\]

*Proof.* The angular integral leaves \(\hat u=(4\pi/k)\int_0^Rw\sin kr\,dr\). Integrating by parts,
\[
\int_0^R w\sin kr\,dr=\Big[-\frac{w\cos kr}{k}\Big]_0^R+\frac1k\int_0^Rw'\cos kr\,dr
=\frac1k+\frac1k\int_0^Rw'\cos kr\,dr .
\]
Multiply by \(4\pi/k\) and subtract from \(4\pi/k^2\). ∎

The same steps with \(R\to\infty\) and \(w=\operatorname{erfc}(\eta r)\) give the transform of \(\operatorname{erfc}(\eta r)/r\). Here \(w'=-(2\eta/\sqrt\pi)e^{-\eta^2r^2}\), and \((2\eta/\sqrt\pi)\int_0^\infty e^{-\eta^2r^2}\cos kr\,dr=e^{-k^2/4\eta^2}\). The transform is therefore \((4\pi/k^2)(1-e^{-k^2/4\eta^2})\).

**Theorem.** For a neutral cell, and either kernel with its own \(g_0\),
\[
E-E_u=\frac1{2V}\sum_{\mathbf k\ne0}\hat g(k)\,|S(\mathbf k)|^2 .
\]
The sum is understood as the limit \(\varepsilon\to0^+\) of the sum with an extra factor \(e^{-\varepsilon k^2}\).

*Proof.* Define \(h(r)=\operatorname{erfc}(\eta r)/r-u(r)\). The \(1/r\) terms cancel at the origin, leaving \(h(0)=g_0-2\eta/\sqrt\pi\). Adding and subtracting the term of each ion with itself,
\[
\tfrac12{\sum}'q_iq_jh(r_{ij})=\tfrac12\sum q_iq_jh(r_{ij})-\tfrac12h(0)\sum_iq_i^2 ,
\]
where the unprimed sum includes it. In \(E-E_u\) the coefficient of \(\sum q_i^2\) is
\[
-\tfrac12\Big(g_0-\frac{2\eta}{\sqrt\pi}\Big)-\frac{\eta}{\sqrt\pi}+\tfrac12g_0=0 .
\]
What remains is the unprimed sum and the reciprocal part of \(E\).

The function \(h\) is continuous, also at \(r=R\) because \(u(R)=0\), and it decays rapidly. Its sum over lattice translations is a continuous periodic function with Fourier coefficients \(\hat h(k)/V\). The factor \(e^{-\varepsilon k^2}\) smooths this function with a narrow Gaussian, and for a continuous function the smoothing disappears as \(\varepsilon\to0\). Hence
\[
\tfrac12\sum q_iq_jh(r_{ij})=\frac1{2V}\sum_{\mathbf k}\hat h(k)|S(\mathbf k)|^2 .
\]
The term \(\mathbf k=0\) vanishes because \(\hat h(0)\) is finite and \(S(0)=\sum_iq_i=0\). For the others,
\[
\hat h(k)+\frac{4\pi}{k^2}e^{-k^2/4\eta^2}
=\frac{4\pi}{k^2}\big(1-e^{-k^2/4\eta^2}\big)-\hat u(k)+\frac{4\pi}{k^2}e^{-k^2/4\eta^2}=\hat g(k),
\]
which proves the theorem. ∎

Neither \(E_u\) nor \(\hat g\) contains \(\eta\), so the proof also shows that \(E\) does not depend on it.

**Remark (conditions).** A charged cell is excluded, since the term \(\mathbf k=0\) then survives. If the crystal has a net dipole per cell and different surroundings, the difference between the two boundary energies must be added. There is also a physical limit. As \(k\to0\), \(\hat u\) stays finite and \(\hat g\to4\pi/k^2\): a charge modulation much longer than \(R\) loses essentially its whole Coulomb energy. A finite-range kernel can therefore be accurate only when \(|S|^2\) is small for \(k\) below about \(1/R\). With damping the range widens to about \(2\alpha\) (Corollary 2): for \(\alpha=0.15\) bohr\(^{-1}\) and \(R=26\) bohr, 77% of the Coulomb energy of a modulation is still lost at \(k=4/R\). This is necessary but not sufficient, as the rocksalt errors below show.

## No damping

**Corollary 1.** For \(\alpha=0\),
\[
\hat g_{\rm Wolf}=\frac{4\pi\sin kR}{k^3R},\qquad
\hat g_{\rm SF}=\frac{8\pi(1-\cos kR)}{k^4R^2}.
\]
The undamped shifted-force energy therefore never lies above the Ewald energy, for any neutral cell and any \(R\).

*Proof.* For Wolf, \(w=1-r/R\) and \(w'=-1/R\); Lemma 3 gives the first result. For the shifted force, \(\phi'(R)=-1/R^2\), so
\[
u=\frac1r-\frac1R+\frac{r-R}{R^2}=\frac1r-\frac2R+\frac r{R^2},\qquad
w=\Big(1-\frac rR\Big)^2 ,
\]
and \(w'=-(2/R)(1-r/R)\). Integrating by parts,
\[
\int_0^R\Big(1-\frac rR\Big)\cos kr\,dr=\frac1{kR}\int_0^R\sin kr\,dr=\frac{1-\cos kR}{k^2R},
\]
because the boundary term vanishes at both ends. Lemma 3 gives the second result. It is non-negative, so \(E-E_u\ge0\). ∎

**Rocksalt.** The primitive cell has \(V=2d^3\), with \(+q\) at the origin and \(-q\) at \((d,0,0)\). Its reciprocal vectors are \((\pi/d)(n_1,n_2,n_3)\) with the integers all even or all odd. Since \(S=q(1-e^{i\pi n_1})\), the even vectors drop out and the odd ones have \(|S|^2=4q^2\). With \(E_u=-M_uq^2/d\),
\[
M_u-M=\frac d{q^2}(E-E_u)=\frac d{q^2}\,\frac{4q^2}{4d^3}\sum_{\rm odd}\hat g
=\frac1{d^2}\sum_{\rm odd}\hat g(k).
\]

Write \(m=n_1^2+n_2^2+n_3^2\), so that \(k=\pi\sqrt m/d\), and let \(N_m\) be the number of odd vectors with that \(m\). The Wolf error is
\[
M_u-M=\frac{4d}{\pi^2R}\sum_mN_m\frac{\sin(\pi\sqrt m\,R/d)}{m^{3/2}} .
\]
Over a long range of \(R\), sines of different frequency are uncorrelated and each \(\sin^2\) averages to \(1/2\). The rms value of \((R/d)(M_u-M)\) is therefore
\[
\frac4{\pi^2}\Big(\frac12\sum_m\frac{N_m^2}{m^3}\Big)^{1/2}=0.506 ,
\]
with the sum evaluated numerically. Direct summation over shells of ions, for \(R\) between \(20d\) and \(30d\), gives 0.504.

For the shifted force the cosine averages to zero, leaving a mean error
\[
\langle (R/d)^2(M_u-M)\rangle=\frac8{\pi^3}\sum_m\frac{N_m}{m^2}=0.382 ,
\]
against 0.388 from the direct sums over the same range. Wolf's error thus oscillates and falls as \(1/R\), while the shifted-force error keeps one sign and falls as \(1/R^2\). At \(R=26\) bohr the shifted-force value is \(M_u=1.7724\), which is 1.4% too large.

**Remark (the self term).** Suppose the DSF pair sum is combined with Wolf's \(g_0\). The missing piece is \(-R\phi'(R)=R|\phi'(R)|\), which equals \(1/R\) without damping. The Madelung constant drops by \(d/R=5/26=0.1923\), from 1.7724 to 1.5801, and the error becomes \(-9.6\%\). At fixed charges this offset is a constant and exerts no force. In a variable-charge model it adds \(\tfrac12R|\phi'(R)|q_i^2\) to the energy of each ion, and so raises its hardness \(\partial^2E/\partial q_i^2\) by \(R|\phi'(R)|\). Here that is \(1/26=0.038\) hartree per squared charge. How far the equilibrated charges shift depends on the hardness already present in the model and is not computed here.

## With damping

**Corollary 2.** For the damped Wolf kernel,
\[
\hat g=\frac{4\pi}{k^2}\Big[e^{-k^2/4\alpha^2}
-\frac{2\alpha}{\sqrt\pi}\int_R^\infty e^{-\alpha^2r^2}\cos kr\,dr
+\phi(R)\frac{\sin kR}k\Big].
\]
DSF adds, inside the bracket,
\[
\phi'(R)\Big[\frac{R\sin kR}k-\frac{2(1-\cos kR)}{k^2}\Big].
\]

*Proof.* For Wolf, \(w=\operatorname{erfc}(\alpha r)-r\phi(R)\), hence \(w'=-(2\alpha/\sqrt\pi)e^{-\alpha^2r^2}-\phi(R)\). Insert this in Lemma 3 and write the Gaussian integral from 0 to \(R\) as the full integral minus its tail. DSF adds \(-\phi'(R)(r^2-rR)\) to \(w\), and \(-\phi'(R)(2r-R)\) to \(w'\). The bracket therefore gains \(\phi'(R)\int_0^R(2r-R)\cos kr\,dr\), and one integration by parts gives the stated form. ∎

The first term is the damping error. It does not depend on \(R\) and is the price of dropping the smooth lattice sum. The other terms are the truncation error. The Gaussian tail is at most \(\operatorname{erfc}(\alpha R)\) in magnitude, and \(\phi(R)\) and \(\phi'(R)\) carry factors \(\operatorname{erfc}(\alpha R)\) or \(e^{-\alpha^2R^2}\). At fixed \(k\), truncation thus falls as \(e^{-\alpha^2R^2}\) up to powers of \(\alpha\) and \(R\).

For rocksalt the shortest contributing vectors are the eight with \(m=3\), of length \(k_1=\sqrt3\,\pi/d\). At large \(R\) and moderate damping they dominate:
\[
M_u-M\simeq\frac8{d^2}\,\frac{4\pi d^2}{3\pi^2}\,e^{-k_1^2/4\alpha^2}
=\frac{32}{3\pi}\exp\Big(-\frac{3\pi^2}{4\alpha^2d^2}\Big).
\]
The next shell has \(m=11\) and a much smaller exponential. The sign is positive, so overdamping makes the crystal too strongly bound.

**Worked case.** Take \(d=5\) bohr, \(\alpha=0.15\) bohr\(^{-1}\) and \(R=26\) bohr. Then \(\alpha^2d^2=0.5625\), the exponent is \(3\pi^2/2.25=13.16\), and
\[
M_u-M\simeq3.395\,e^{-13.16}=6.5\times10^{-6}.
\]
Dividing by \(-d\) gives an energy error of \(-1.31\times10^{-6}\) hartree per pair. The direct sums give \(-1.32\times10^{-6}\) for Wolf and \(-1.33\times10^{-6}\) for DSF, about 4 parts per million of the pair energy. Nearly all of it is damping error, which a larger sphere would not remove.

The next table gives the rms error of \(M\), from direct sums at 81 equally spaced cutoffs within \(d/2\) of the stated \(R\).

| \(\alpha\) (bohr\(^{-1}\)) | Wolf, 15 bohr | DSF, 15 bohr | Wolf, 25 bohr | DSF, 25 bohr |
|---|---|---|---|---|
| 0 | 0.16 | 0.054 | 0.11 | 0.017 |
| 0.10 | 0.045 | 0.019 | 8.5e-4 | 2.9e-4 |
| 0.15 | 6.1e-3 | 2.6e-3 | 6.2e-6 | 6.3e-6 |
| 0.20 | 2.2e-3 | 2.1e-3 | 2.1e-3 | 2.1e-3 |
| 0.25 | 0.030 | 0.030 | 0.030 | 0.030 |

In the first two rows truncation dominates, and DSF is better by a factor of about two to seven. In the last two rows the kernels agree and the cutoff hardly matters: this is the damping floor. At \(\alpha=0.10\) bohr\(^{-1}\), extending the cutoff to 40 bohr lowers both errors to below \(10^{-7}\).

## Choosing damping and cutoff together

**Proposition (scaling estimate).** If only the exponentials \(e^{-k_1^2/4\alpha^2}\) and \(e^{-\alpha^2R^2}\) are kept, the two errors balance at
\[
\alpha=\sqrt{\frac{k_1}{2R}},\qquad \text{with error scale } e^{-k_1R/2}.
\]

*Derivation.* Equal exponents require \(k_1^2/(4\alpha^2)=\alpha^2R^2\), or \(\alpha^4=k_1^2/(4R^2)\). Taking the positive root gives \(\alpha^2=k_1/(2R)\), and the common exponent is \(\alpha^2R^2=k_1R/2\). ∎

Prefactors and oscillations in \(R\) are omitted, so this is neither a bound nor a prediction for one particular cutoff. For \(d=5\) bohr, \(k_1=1.088\) bohr\(^{-1}\). Scanning \(\alpha\) in steps of 0.002 bohr\(^{-1}\) for the smallest rms error, averaged as before, gives the following.

| \(R\) (bohr) | \(\alpha\), estimate | \(\alpha\), Wolf / DSF | rms error of \(M\), Wolf / DSF |
|---|---|---|---|
| 15 | 0.190 | 0.186 / 0.180 | 1.2e-3 / 7.2e-4 |
| 25 | 0.148 | 0.146 / 0.142 | 3.4e-6 / 1.9e-6 |
| 35 | 0.125 | 0.122 / 0.122 | 8.1e-9 / 1.7e-8 |

In this table the best dampings lie slightly below the estimate. A straight-line fit to the logarithm of the smallest error, at five cutoffs from 15 to 35 bohr, gives decay rates of 0.60 bohr\(^{-1}\) for Wolf and 0.54 bohr\(^{-1}\) for DSF; the estimate is \(k_1/2=0.54\) bohr\(^{-1}\). DSF has the smaller error at 15 and 25 bohr but the larger one at 35 bohr. This order depends on the averaging window: with cutoffs within \(d/4\) of \(R\) instead of \(d/2\), DSF is worse at 15 bohr and better at 35 bohr, and its fitted decay rate rises to 0.66 bohr\(^{-1}\). Neither five-point rate should therefore be over-read. With 41 cutoffs spaced by 0.5 bohr over the same range and the \(d/2\) window, both kernels give 0.56 bohr\(^{-1}\), and DSF has the smaller error at 23 of the 41. Near the best damping, these data do not favour either kernel for the energy. The continuous force remains an advantage of DSF in dynamics.

The rate depends on the structure through \(k_1\), the shortest wave vector with appreciable \(|S|^2\). If a superstructure halves \(k_1\), the same exponent \(k_1R/2\) needs twice the cutoff, and the balanced damping is halved. A damping tuned on a simple crystal can therefore be too strong for an ordered defect array or a layered charge pattern, even though its truncation error is small.
